**Plate-line disturb of a floating ferroelectric cell**

A plate-line step V puts V·Cp/(Cp + Cf) across the ferroelectric capacitor of a cell whose access transistor is off. Here Cf is the small-signal ferroelectric capacitance and Cp is the capacitance from the storage node to conductors at fixed potential. The program asserts that this formula agrees with a general nodal charge solver, including cases with floating neighbours, held neighbours, stray plate coupling and a connected bit line. It also asserts agreement with a transient circuit calculation, both during a 50 ns pulse and during slow leakage of the node. On a model hysteresis branch, it asserts that the linearization error halves when the step is halved, and that switching lowers the disturb voltage. For V = 2.5 V, Cp = 0.3 fF and Cf = 2.656 fF, the output gives a disturb of 0.254 V. This falls to 0.102 V for an opposing stored state on the model branch, and to 0.216 V when half of Cp is a voltage-dependent junction. With an assumed off resistance of 1 TΩ, holding the plate high for 1.19 ms brings the film to its coercive voltage of 1 V.

## Check in Python

```python
# Result under test: a plate-line step V on a cell whose access transistor is off
# puts V*Cp/(Cp+Cf) across the ferroelectric capacitor.
# Cf: small-signal ferroelectric capacitance (plate to storage node)
# Cp: capacitance from the floating storage node to fixed conductors
# Working units: V, fF, fC, ns, uA, Mohm (consistent: fF*V/ns = uA).
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# Rough typical film values for hafnium zirconium oxide; round circuit values
thickness_nm = 10.0
area_um2 = 0.1
rel_permittivity = 30.0
remanent_pol = 20.0       # uC/cm2
saturation_pol = 21.0     # uC/cm2, switching part of the model loop
coercive_field = 1.0      # MV/cm
breakdown_field = 4.0     # MV/cm, rough
step = 2.5                # V
Cp = 0.3                  # fF
pulse_ns = 50.0
R_off = 1.0e6             # Mohm
R_line = 0.005            # Mohm
C_line = 100.0            # fF
C_bit = 30.0              # fF
C_neighbour = 0.02        # fF, to each of two neighbouring nodes
C_extra = 0.05            # fF, stray plate-to-node capacitance

Cf = (constants.epsilon_0 * rel_permittivity * area_um2 * 1e-12
      / (thickness_nm * 1e-9) * 1e15)
field_per_volt = 10.0 / thickness_nm       # MV/cm per V
coercive_voltage = coercive_field / field_per_volt
fC_per_pol = 10.0 * area_um2               # fC per uC/cm2


def divider(c_fixed, c_ferro, v=step):
    return v * c_fixed / (c_fixed + c_ferro)


def floating_node_steps(capacitors, driven):
    """Potential changes of floating nodes from zero net charge change."""
    names = sorted({n for a, b, c in capacitors for n in (a, b)} - set(driven))
    index = {name: i for i, name in enumerate(names)}
    matrix = np.zeros((len(names), len(names)))
    source = np.zeros(len(names))
    for a, b, c in capacitors:
        for here, there in ((a, b), (b, a)):
            if here in index:
                matrix[index[here], index[here]] += c
                if there in index:
                    matrix[index[here], index[there]] -= c
                else:
                    source[index[here]] += c * driven[there]
    return dict(zip(names, np.linalg.solve(matrix, source)))


# Electrostatic network tests, including what belongs to Cp and what does not
driven = {"plate": step, "ground": 0.0}
cell = [("plate", "s0", Cf), ("s0", "ground", Cp)]
v_linear = divider(Cp, Cf)
v_nodal = step - floating_node_steps(cell, driven)["s0"]
assert abs(v_nodal - v_linear) < 1e-12

ring = []
for k in range(5):
    ring += [("plate", f"s{k}", Cf), (f"s{k}", "ground", Cp),
             (f"s{k}", f"s{(k + 1) % 5}", C_neighbour)]
v_ring = step - floating_node_steps(ring, driven)["s0"]
assert abs(v_ring - v_linear) < 1e-12

held = dict(driven, left=0.0, right=0.0)
held_cell = cell + [("s0", "left", C_neighbour), ("s0", "right", C_neighbour)]
v_held = step - floating_node_steps(held_cell, held)["s0"]
assert abs(v_held - divider(Cp + 2 * C_neighbour, Cf)) < 1e-12

stray_cell = cell + [("plate", "s0", C_extra)]
v_stray = step - floating_node_steps(stray_cell, driven)["s0"]
assert abs(v_stray - divider(Cp, Cf + C_extra)) < 1e-12

selected_cell = cell + [("s0", "ground", C_bit)]
v_selected = step - floating_node_steps(selected_cell, driven)["s0"]
assert abs(v_selected - divider(Cp + C_bit, Cf)) < 1e-12

# Transient circuit: driver, line resistance, line capacitance, cell, leakage
cap_matrix = np.array([[C_line + Cf, -Cf], [-Cf, Cf + Cp]])
rate_matrix = np.linalg.solve(cap_matrix, np.diag([-1 / R_line, -1 / R_off]))
drive = np.linalg.solve(cap_matrix, np.array([step / R_line, 0.0]))


def transient(end_ns):
    result = solve_ivp(lambda t, y: rate_matrix @ y + drive, (0.0, end_ns),
                       [0.0, 0.0], method="Radau", jac=rate_matrix,
                       rtol=1e-8, atol=1e-10)
    assert result.success
    return result.y


plate_wave, node_wave = transient(pulse_ns)
ferro_wave = plate_wave - node_wave
edge_error = np.max(np.abs(ferro_wave - divider(Cp, Cf, plate_wave)))
# The allowance covers the real leakage during the pulse, tens of microvolts
assert edge_error < 1e-4
leak_rise = ferro_wave[-1] - v_linear

tau = R_off * (Cp + Cf)
time_to_coercive = tau * np.log(step * Cf / (Cp + Cf)
                                / (step - coercive_voltage))
late = transient(tau)
v_at_tau = late[0, -1] - late[1, -1]
v_tau_formula = step * (1 - Cf / (Cp + Cf) * np.exp(-1))
assert abs(v_at_tau - v_tau_formula) < 1e-5
crossing = transient(time_to_coercive)
assert abs(crossing[0, -1] - crossing[1, -1] - coercive_voltage) < 1e-5

# Opposing stored state on a quasi-static ascending hysteresis branch
pol_ratio = remanent_pol / saturation_pol
width = coercive_voltage / np.log((1 + pol_ratio) / (1 - pol_ratio))


def switching_charge(v):
    return (fC_per_pol * saturation_pol
            * np.tanh((v - coercive_voltage) / (2 * width)))


def ferro_charge(v):
    return Cf * v + switching_charge(v)


def solve_branch(v_step):
    return brentq(lambda v: Cp * (v_step - v)
                  - (ferro_charge(v) - ferro_charge(0.0)),
                  0.0, v_step, xtol=1e-15, rtol=1e-14)


dv = 1e-4
Cf_tangent = (ferro_charge(dv) - ferro_charge(-dv)) / (2 * dv)
small_ratio = Cp / (Cp + Cf_tangent)
errors = [abs(solve_branch(h) / h - small_ratio) for h in (0.02, 0.01)]
assert errors[1] < 1e-3 * 0.5
assert 1.9 < errors[0] / errors[1] < 2.1

v_branch = solve_branch(step)
Q_switched = switching_charge(v_branch) - switching_charge(0.0)
Q_limit = Cp * step
Q_reversal = 2 * remanent_pol * fC_per_pol
assert abs(v_branch - (Q_limit - Q_switched) / (Cp + Cf)) < 1e-10
assert 0 < v_branch < v_linear and 0 < Q_switched < Q_limit
# Plate returns to zero with the switched charge frozen: solve the network charge
v_return = brentq(lambda v: Cp * (0.0 - v) - Cf * v - Q_switched, -step, step)
assert abs(v_return + Q_switched / (Cp + Cf)) < 1e-10

# Half of Cp taken as a reverse-biased abrupt junction
built_in = 0.8
C_junction = Cp / 2


def parasitic_charge(v_node):
    return ((Cp - C_junction) * v_node + 2 * C_junction * built_in
            * (np.sqrt(1 + v_node / built_in) - 1))


node_junction = brentq(lambda s: parasitic_charge(s) - Cf * (step - s), 0, step)
v_junction = step - node_junction
assert v_junction < v_linear

# Temperature of use and film leakage, with rough assumed parameters
activation_eV, T_room, T_hot = 0.6, 300.0, 358.0
k_eV = constants.k / constants.e
leak_factor = np.exp(activation_eV / k_eV * (1 / T_room - 1 / T_hot))
film_leak = 1e-6          # A/cm2, taken high for the disturb field
film_current_uA = film_leak * area_um2 * 1e-8 * 1e6
film_drift = film_current_uA * pulse_ns / (Cp + Cf)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Film thickness", thickness_nm, "nm")
show("Capacitor area", area_um2, "um2")
show("Relative permittivity", rel_permittivity, "(dimensionless)")
show("Remanent polarization", remanent_pol, "uC/cm2")
show("Model saturation polarization", saturation_pol, "uC/cm2")
show("Coercive field", coercive_field, "MV/cm")
show("Coercive voltage", coercive_voltage, "V")
show("Plate step V", step, "V")
show("Parasitic capacitance Cp", Cp, "fF")
show("Dielectric capacitance Cf", Cf, "fF")
show("Disturb fraction Cp/(Cp+Cf)", v_linear / step, "(dimensionless)")
show("Disturb voltage, formula", v_linear, "V")
show("Disturb voltage, nodal solver", v_nodal, "V")
show("Storage-node rise", step - v_linear, "V")
show("Disturb field", v_linear * field_per_volt, "MV/cm")
show("Coupling to each neighbour node", C_neighbour, "fF")
show("Disturb, five floating cells in a ring", v_ring, "V")
show("Disturb, both neighbours held", v_held, "V")
show("Stray plate-to-node capacitance", C_extra, "fF")
show("Disturb with that stray capacitance", v_stray, "V")
show("Bit-line capacitance", C_bit, "fF")
show("Selected cell, linear ferroelectric voltage", v_selected, "V")
show("Plate-line resistance", R_line * 1e3, "kohm")
show("Plate-line capacitance", C_line, "fF")
show("Pulse length", pulse_ns, "ns")
show("Largest departure from ratio in pulse", edge_error * 1e6, "uV", 3)
show("Off resistance at 300 K", R_off * 1e-6, "Tohm")
show("Leakage rise of disturb in pulse", leak_rise * 1e6, "uV", 3)
show("Leakage time constant at 300 K", tau * 1e-6, "ms")
show("Ferroelectric voltage after one time constant", v_at_tau, "V")
show("Hold time to reach coercive voltage", time_to_coercive * 1e-6, "ms")
show("Assumed leakage activation energy", activation_eV, "eV")
show("Raised temperature", T_hot, "K")
show("Leakage increase at raised temperature", leak_factor, "times", 3)
show("Time constant at raised temperature", tau / leak_factor * 1e-3, "us", 3)
show("Opposing state: tangent Cf", Cf_tangent, "fF")
show("Opposing state: tangent formula", divider(Cp, Cf_tangent), "V")
show("Opposing state: full branch solution", v_branch, "V")
show("Ratio error, 20 mV step", errors[0], "(dimensionless)", 3)
show("Ratio error, 10 mV step", errors[1], "(dimensionless)", 3)
show("Switched charge on branch", Q_switched, "fC")
show("Switching charge limit Cp*V", Q_limit, "fC")
show("Full reversal charge 2*Pr*A", Q_reversal, "fC")
show("Switched share of full reversal", 100 * Q_switched / Q_reversal, "%", 3)
show("Lower bound on pulses for reversal", Q_reversal / Q_limit, "pulses", 3)
show("Voltage after plate return, frozen switching", v_return, "V")
show("Junction part of Cp at zero bias", C_junction, "fF")
show("Junction built-in voltage", built_in, "V")
show("Disturb with junction nonlinearity", v_junction, "V")
show("Assumed film leakage density", film_leak, "A/cm2")
show("Film-leakage drift in pulse", film_drift * 1e9, "nV", 3)
show("Field if full V falls on film", step * field_per_volt, "MV/cm")
show("Rough breakdown field", breakdown_field, "MV/cm")
show("Disturb field / breakdown field",
     v_linear * field_per_volt / breakdown_field, "(dimensionless)", 3)
print("success")
```

Running it gives:

```
Film thickness: 10 nm
Capacitor area: 0.1 um2
Relative permittivity: 30 (dimensionless)
Remanent polarization: 20 uC/cm2
Model saturation polarization: 21 uC/cm2
Coercive field: 1 MV/cm
Coercive voltage: 1 V
Plate step V: 2.5 V
Parasitic capacitance Cp: 0.3 fF
Dielectric capacitance Cf: 2.656 fF
Disturb fraction Cp/(Cp+Cf): 0.1015 (dimensionless)
Disturb voltage, formula: 0.2537 V
Disturb voltage, nodal solver: 0.2537 V
Storage-node rise: 2.246 V
Disturb field: 0.2537 MV/cm
Coupling to each neighbour node: 0.02 fF
Disturb, five floating cells in a ring: 0.2537 V
Disturb, both neighbours held: 0.2837 V
Stray plate-to-node capacitance: 0.05 fF
Disturb with that stray capacitance: 0.2495 V
Bit-line capacitance: 30 fF
Selected cell, linear ferroelectric voltage: 2.299 V
Plate-line resistance: 5 kohm
Plate-line capacitance: 100 fF
Pulse length: 50 ns
Largest departure from ratio in pulse: 37.6 uV
Off resistance at 300 K: 1 Tohm
Leakage rise of disturb in pulse: 37.6 uV
Leakage time constant at 300 K: 2.956 ms
Ferroelectric voltage after one time constant: 1.674 V
Hold time to reach coercive voltage: 1.194 ms
Assumed leakage activation energy: 0.6 eV
Raised temperature: 358 K
Leakage increase at raised temperature: 43 times
Time constant at raised temperature: 68.8 us
Opposing state: tangent Cf: 6.281 fF
Opposing state: tangent formula: 0.114 V
Opposing state: full branch solution: 0.1025 V
Ratio error, 20 mV step: 4.04e-05 (dimensionless)
Ratio error, 10 mV step: 2.02e-05 (dimensionless)
Switched charge on branch: 0.4471 fC
Switching charge limit Cp*V: 0.75 fC
Full reversal charge 2*Pr*A: 40 fC
Switched share of full reversal: 1.12 %
Lower bound on pulses for reversal: 53.3 pulses
Voltage after plate return, frozen switching: -0.1512 V
Junction part of Cp at zero bias: 0.15 fF
Junction built-in voltage: 0.8 V
Disturb with junction nonlinearity: 0.216 V
Assumed film leakage density: 1e-06 A/cm2
Film-leakage drift in pulse: 16.9 nV
Field if full V falls on film: 2.5 MV/cm
Rough breakdown field: 4 MV/cm
Disturb field / breakdown field: 0.0634 (dimensionless)
success
```
